\section*{Relaxation energy and Huang-Rhys factor from a mass-weighted displacement}

\section*{Question}

I am working on an exercise about nonradiative multiphonon capture at a Si/SiO$_2$ interface. A defect changes its charge state, and its equilibrium geometry moves by a mass-weighted distance $\Delta Q=3$ amu$^{1/2}$\,\AA. The lattice is described by one harmonic mode with phonon energy $\hbar\omega=30$ meV, the same in both charge states. I have to find the relaxation energy and the Huang-Rhys factor.

I started from $\tfrac12 m\omega^2x^2$, put in the silicon mass for $m$ and $3$ \AA{} for $x$, and got about 27 eV, which cannot be right. Which mass belongs in the formula? And once I have the two numbers, what do they say about the trap? In particular, is the relaxation energy the barrier that a carrier has to overcome?

\section*{Answer}

No mass belongs in the formula, because $\Delta Q$ already contains it. The relaxation energy is in general not the capture barrier either, although it helps to fix that barrier. The first point follows from the definition of the coordinate, the second from the place where the two potential curves cross.

\subsection*{Where the mass has gone}

Let atom $a$, of mass $m_a$, move by the vector $\Delta\mathbf R_a$ between the two equilibrium geometries. The mass-weighted distance is defined by
\begin{equation}
\Delta Q^2=\sum_a m_a|\Delta\mathbf R_a|^2 .
\end{equation}
Join the geometries by a straight path, with $Q=0$ at the initial minimum and $Q=\Delta Q$ at the final one:
\begin{equation}
\mathbf R_a(Q)=\mathbf R_{a0}+\frac{Q}{\Delta Q}\,\Delta\mathbf R_a .
\end{equation}
The velocity of atom $a$ is then $\dot Q\,\Delta\mathbf R_a/\Delta Q$, and the kinetic energy is
\begin{equation}
T=\frac12\sum_a m_a|\dot{\mathbf R}_a|^2
=\frac{\dot Q^2}{2\Delta Q^2}\sum_a m_a|\Delta\mathbf R_a|^2
=\frac12\dot Q^2 .
\end{equation}
In this coordinate the effective mass is the pure number one. A harmonic potential that gives the angular frequency $\omega$ must therefore be $\tfrac12\omega^2Q^2$, since the equation of motion is $\ddot Q=-\omega^2Q$.

Your calculation counted the mass twice. It is too large by the factor 28.085, the silicon mass in amu. If one silicon atom did all the moving, its real displacement would be
\begin{equation}
|\Delta\mathbf R|=\frac{3}{\sqrt{28.085}}\ \text{\AA}=0.566\ \text{\AA},
\end{equation}
not 3 \AA. That is still a large shift on the scale of a chemical bond, so for a real defect the harmonic form of the potential would have to be checked and not taken for granted.

\subsection*{The relaxation energy}

Let the final state lie lower than the initial one by $\Delta E$, measured from minimum to minimum. With equal frequencies the two potential curves are
\begin{align}
V_i(Q)&=\tfrac12\omega^2Q^2,\\
V_f(Q)&=\tfrac12\omega^2(Q-\Delta Q)^2-\Delta E .
\end{align}
Suppose that the charge state changes while the atoms stay at $Q=0$. This is a vertical transition. The lattice then sits on the final curve at a distance $\Delta Q$ from its minimum, and the energy it can release by relaxing is
\begin{equation}
E_R=V_f(0)-V_f(\Delta Q)=\frac12\omega^2\Delta Q^2 .
\label{eq:er}
\end{equation}
The offset $\Delta E$ cancels. This $E_R$ belongs to one state. Relaxation on the initial curve after the reverse vertical transition releases the same amount, so a quantity defined as the sum for both states would be $2E_R$.

For the numbers it is convenient to express $\hbar^2$ in units that fit the data. Its dimension is energy times mass times length squared, and
\begin{equation}
\hbar^2=0.004180\ \text{eV amu \AA}^2 .
\end{equation}
The curvature of the potential is therefore
\begin{equation}
\omega^2=\frac{(\hbar\omega)^2}{\hbar^2}
=\frac{(0.030)^2}{0.004180}
=0.2153\ \frac{\text{eV}}{\text{amu \AA}^2},
\end{equation}
and equation (\ref{eq:er}) gives
\begin{equation}
E_R=\frac12(0.2153)(3)^2\ \text{eV}=0.969\ \text{eV},
\end{equation}
or $1.55\times10^{-19}$ J.

\subsection*{The Huang-Rhys factor}

The Huang-Rhys factor is the relaxation energy counted in phonons:
\begin{equation}
S=\frac{E_R}{\hbar\omega}=\frac{\omega\Delta Q^2}{2\hbar}
=\frac{\hbar\omega\,\Delta Q^2}{2\hbar^2}.
\label{eq:s}
\end{equation}
The last form multiplies numerator and denominator by $\hbar$, so that the phonon energy can be inserted directly:
\begin{equation}
S=\frac{(0.030)(3)^2}{2(0.004180)}=32.3 .
\end{equation}
Rounded to two figures, $E_R\approx0.97$ eV and $S\approx32$; the last section shows how errors in the inputs affect them.

\subsection*{What S says about the phonons}

The vertical transition leaves the lattice in its old wavefunction, which is not an eigenstate of the new oscillator. This uses the Condon approximation: the electronic matrix element does not depend on $Q$, so it does not reshape the wavefunction. Take zero temperature, so that the old state is the ground state $|0_i\rangle$.

With $P$ the momentum conjugate to $Q$, the lowering operators of the two oscillators are
\begin{align}
a_i&=\sqrt{\frac{\omega}{2\hbar}}\left(Q+\frac{iP}{\omega}\right),\\
a_f&=\sqrt{\frac{\omega}{2\hbar}}\left(Q-\Delta Q+\frac{iP}{\omega}\right)
=a_i-\sqrt S .
\end{align}
The last step uses $\sqrt{\omega/2\hbar}\,\Delta Q=\sqrt S$, which is the square root of equation (\ref{eq:s}). Since $a_i|0_i\rangle=0$,
\begin{equation}
a_f|0_i\rangle=-\sqrt S\,|0_i\rangle .
\label{eq:coh}
\end{equation}
The old ground state is a coherent state of the new oscillator. Expand it in the new phonon states, $|0_i\rangle=\sum_n c_n|n_f\rangle$. Because $a_f|n_f\rangle=\sqrt n\,|(n-1)_f\rangle$, comparing the coefficients of $|n_f\rangle$ on both sides of (\ref{eq:coh}) gives
\begin{equation}
\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n
\quad\Rightarrow\quad
c_n=\frac{(-\sqrt S)^n}{\sqrt{n!}}\,c_0 .
\end{equation}
Normalization requires $|c_0|^2\sum_nS^n/n!=|c_0|^2e^S=1$. The probability of finding $n$ phonons is thus the Poisson law
\begin{equation}
P_n=|c_n|^2=e^{-S}\frac{S^n}{n!}.
\end{equation}

Its first two moments follow by cancelling factors of $n!$:
\begin{align}
\langle n\rangle&=e^{-S}\sum_{n\ge1}\frac{S^n}{(n-1)!}=S,\\
\langle n(n-1)\rangle&=e^{-S}\sum_{n\ge2}\frac{S^n}{(n-2)!}=S^2 .
\end{align}
The variance is $S^2+S-S^2=S$. The mean vibrational energy above the zero-point level is $\hbar\omega\langle n\rangle=\hbar\omega S=E_R$, in agreement with the classical argument.

For this defect the mean is 32.3 phonons with a standard deviation of $\sqrt{32.3}=5.7$. In energy the spread is $5.7\times0.030=0.17$ eV. The ratio $P_n/P_{n-1}=S/n$ exceeds one as long as $n<S$, so the most probable number is 32. Its weight is still just 0.070, because many neighbouring numbers share the probability.

The zero-phonon weight is $P_0=e^{-S}=9.4\times10^{-15}$. A transition that leaves the lattice unexcited is thus almost completely suppressed. In the opposite limit, $S\to0$, the two minima coincide and all the weight returns to $n=0$. Overlaps obtained by diagonalizing both oscillators on a grid agree with the Poisson law.

\subsection*{Why the relaxation energy is not the barrier}

In a nonradiative transition no photon carries away the energy difference. The total energy must match before and after, which happens classically where the curves cross. Setting $V_i(Q_c)=V_f(Q_c)$ and expanding the square gives
\begin{equation}
\tfrac12\omega^2Q_c^2
=\tfrac12\omega^2Q_c^2-\omega^2\Delta Q\,Q_c
+\tfrac12\omega^2\Delta Q^2-\Delta E .
\end{equation}
The quadratic terms cancel because the frequencies are equal. The third term on the right is $E_R$, and $\omega^2\Delta Q=2E_R/\Delta Q$, so
\begin{equation}
Q_c=\Delta Q\,\frac{E_R-\Delta E}{2E_R}.
\end{equation}
The height of the crossing above the initial minimum is
\begin{equation}
E_b=\frac12\omega^2Q_c^2
=E_R\left(\frac{Q_c}{\Delta Q}\right)^2
=\frac{(E_R-\Delta E)^2}{4E_R}.
\label{eq:barrier}
\end{equation}
Seen from the final minimum, which lies lower by $\Delta E$, the barrier is $E_b+\Delta E=(E_R+\Delta E)^2/4E_R$. A barrier coincides with $E_R$ only at special offsets: the forward one at $\Delta E=-E_R$ or $3E_R$, the reverse one at $\Delta E=E_R$ or $-3E_R$.

Your exercise does not specify $\Delta E$, so take two cases. If the minima are level, $\Delta E=0$, the crossing lies halfway between them and $E_b=E_R/4=0.242$ eV. If the final state lies 0.30 eV lower,
\begin{align}
Q_c&=3\,\frac{0.969-0.300}{2(0.969)}=1.04\ \text{amu}^{1/2}\,\text{\AA},\\
E_b&=\frac{(0.969-0.300)^2}{4(0.969)}=0.115\ \text{eV}.
\end{align}
The reverse barrier is $0.115+0.300=0.415$ eV. Both barriers are well below the relaxation energy of 0.97 eV.

The heat balance is also different from that of a vertical transition. The lattice first borrows $E_b$ to reach the crossing and then releases $E_b+\Delta E$ on the way down. Between the two relaxed geometries the net heat is $\Delta E=0.30$ eV, not $E_R$.

Equation (\ref{eq:barrier}) also shows how the trap responds when an applied field changes the energy of the carrier relative to the defect level. At fixed $E_R$,
\begin{equation}
\frac{dE_b}{d(\Delta E)}=-\frac{E_R-\Delta E}{2E_R},
\end{equation}
which is $-0.35$ at $\Delta E=0.30$ eV. An additional drop of 0.10 eV therefore lowers the forward barrier by about 0.03 eV. The barrier vanishes at $\Delta E=E_R$, where the crossing reaches the initial minimum. For a still larger drop the crossing moves to negative $Q$ and its height increases again. This holds for one pair of discrete electronic states. When the carrier is emitted into a band, it can end in a higher band state with a smaller $\Delta E$, so the rise need not appear in a real device.

\subsection*{When the classical barrier is a poor guide}

In classical statistics the probability density for reaching $Q_c$ on the initial curve is proportional to $\exp(-E_b/k_BT)$. This is the origin of thermally activated capture in the model. The classical expression becomes exact when $k_BT$ is large compared with $\hbar\omega$. At room temperature $k_BT$ is roughly 26 meV, slightly less than the phonon energy here. For $\Delta E=0.30$ eV and a coupling independent of $Q$, summing the squared overlaps of the two oscillators over thermally occupied initial levels gives a rate about 25\% above the classical one at 300 K, about 4.6 times larger at 150 K and about 1600 times larger at 77 K. The classical barrier is thus a fair guide at room temperature in this model and fails on cooling.

The zero-temperature limit shows what the classical picture leaves out. Starting in the lowest vibrational level, energy conservation requires
\begin{equation}
\frac12\hbar\omega=-\Delta E+\left(n+\frac12\right)\hbar\omega
\quad\Rightarrow\quad n=\frac{\Delta E}{\hbar\omega}.
\end{equation}
For $\Delta E=0.30$ eV this is $n=10$. In a golden-rule treatment, with the discrete levels slightly broadened and an electronic coupling independent of $Q$, the rate is proportional to $P_{10}$, which is $3.2\times10^{-6}$. A coupling linear in $Q$, the form usually adopted for capture at real defects, replaces $P_n$ by $|\langle n_f|Q|0_i\rangle|^2=(\hbar/\omega)\,P_n(S-n)^2/2S$, so the dependence on $n$ changes while the small factor $P_n$ remains. Ten phonons lie $(32.3-10)/5.7=3.9$ standard deviations below the mean, so this overlap is small, but it is not zero. The transition proceeds by tunnelling of the lattice even though no thermal energy is available to climb the barrier.

Neither $S$ nor $E_b$ alone gives a capture rate. That also needs the electronic matrix element, the carrier density and the thermal occupation of the vibrational levels.

\subsection*{What the single mode hides}

A real defect displaces many modes. If mode $k$ has frequency $\omega_k$ and displacement $\Delta Q_k$, with the same modes in both charge states, the contributions add:
\begin{equation}
E_R=\frac12\sum_k\omega_k^2\Delta Q_k^2,
\qquad
S=\frac1{2\hbar}\sum_k\omega_k\Delta Q_k^2 ,
\end{equation}
where $\Delta Q^2=\sum_k\Delta Q_k^2$. The two sums weight the frequencies differently. By the Cauchy-Schwarz inequality, applied to the numbers $\Delta Q_k$ and $\omega_k\Delta Q_k$,
\begin{equation}
\left(\sum_k\omega_k\Delta Q_k^2\right)^2
\le\left(\sum_k\Delta Q_k^2\right)
\left(\sum_k\omega_k^2\Delta Q_k^2\right)
=2E_R\,\Delta Q^2 .
\end{equation}
Define an effective frequency by $\Omega^2=2E_R/\Delta Q^2$, which is the mean of $\omega_k^2$ weighted by $\Delta Q_k^2$. The right-hand side is then $\Omega^2\Delta Q^4$, and dividing the square root by $2\hbar$ gives
\begin{equation}
S\le\frac{\Omega\,\Delta Q^2}{2\hbar}.
\end{equation}
At fixed $\Delta Q$ and $E_R$, the one-mode value is an upper bound. It is reached when all displaced modes have the same frequency.

For an example, divide $\Delta Q^2=9$ amu\,\AA$^2$ equally between modes of 18.00 and 38.42 meV. The root-mean-square phonon energy is still 30 meV, so $E_R$ remains 0.969 eV. The Huang-Rhys factor becomes
\begin{equation}
S=\frac{(0.01800+0.03842)(4.5)}{2(0.004180)}=30.4 ,
\end{equation}
which is 6\% below the one-mode value. The difference is modest here, but it shows that the meaning of the quoted 30 meV matters. If it were instead the arithmetic mean weighted by $\Delta Q_k^2$, the one-mode formula would give the correct $S$, and the same inequality would make its $E_R$ a lower bound.

Equal frequencies in the two charge states are a separate assumption. If they differ, the relaxation energies on the two curves are $\tfrac12\omega_i^2\Delta Q^2$ and $\tfrac12\omega_f^2\Delta Q^2$. The operator $a_f$ then contains both $a_i$ and $a_i^\dagger$, equation (\ref{eq:coh}) no longer holds, and the phonon distribution is not the Poisson law derived above. The quadratic terms in the crossing condition no longer cancel either, so the barrier formula changes.

\subsection*{How far to trust the digits}

From (\ref{eq:er}) and (\ref{eq:s}), $E_R\propto\omega^2\Delta Q^2$ and $S\propto\omega\Delta Q^2$. Raising the phonon energy by 10\% multiplies $E_R$ by $1.1^2=1.21$ and $S$ by 1.1, which gives 1.17 eV and 35.5. Raising $\Delta Q$ by 10\% multiplies both by 1.21, which gives 1.17 eV and 39.1.

The zero-phonon weight is much more sensitive. The increase of $S$ from 32.3 to 35.5 reduces $e^{-S}$ by a factor of about 25, and the increase to 39.1 reduces it by a factor of about 900. For inputs known to 10\%, the relaxation energy is uncertain by about 20\% from either input alone and can lie between 0.64 and 1.42 eV if both err in the same direction, while the zero-phonon weight is uncertain by orders of magnitude. All that can be said of it is that it is extremely small.

\section*{Computed values}
\begin{verbatim}
Displacement dQ: 3.00 amu^(1/2) angstrom
Phonon energy: 30.0 meV
hbar squared: 0.004180 eV amu angstrom^2
Angular frequency: 4.5578e+13 rad/s
Curvature omega^2: 0.21530 eV/(amu angstrom^2)
Relaxation energy: 0.9689 eV
Relaxation energy: 1.5523e-19 J
Huang-Rhys factor: 32.295 (dimensionless)
Silicon mass used: 28.085 amu
Shift if one Si atom moves alone: 0.566 angstrom
Mean phonon number from grid: 32.295
Phonon-number variance from grid: 32.295
Phonon-number standard deviation: 5.683
Mean vibrational energy from grid: 0.9689 eV
Most probable phonon number: 32
Weight of that number: 0.0702
Zero-phonon weight exp(-S): 9.425e-15
Zero-phonon weight from grid: 9.425e-15
Barrier for zero energy drop: 0.2422 eV
Energy drop in trap example: 0.30 eV
Crossing point: 1.0355 amu^(1/2) angstrom
Forward barrier: 0.1154 eV
Reverse barrier: 0.4154 eV
Two-mode lower phonon energy: 18.00 meV
Two-mode upper phonon energy: 38.42 meV
Displacement in each mode: 2.1213 amu^(1/2) angstrom
Two-mode relaxation energy: 0.9689 eV
Two-mode Huang-Rhys factor: 30.368
Phonon energy +10%: E_R = 1.1723 eV, S = 35.525
Displacement +10%: E_R = 1.1723 eV, S = 39.077
\end{verbatim}
